\section*{Self-heating limit and ballast resistor of a voltage-driven bipolar transistor}

\section{Definitions and conventions}

An npn transistor works in forward active operation. A stiff source holds the voltage $V_B$ between its base and the far end of an emitter resistor $R_E$. A second source holds the voltage $V_{CE}$ across the transistor itself, so the drop in $R_E$ is not part of $V_{CE}$. The collector current is $I$, and the current gain is taken as large, so that the emitter current is also $I$ and the base current adds no voltage drop or heat. The voltage across the base-emitter junction is $V_j$, and
\begin{equation}
V_B=V_j+IR_E. \label{kvl}
\end{equation}

The junction has one temperature $T$, the ambient has temperature $T_A$, and the thermal resistance $R_{th}$ between them is constant. In the steady state the heat $V_{CE}I$ gives
\begin{equation}
T=T_A+aI,\qquad a\equiv R_{th}V_{CE}. \label{heat}
\end{equation}
The constant $a$ is the temperature rise per unit current. The temperature coefficient of the junction is defined at constant current and counted positive:
\begin{equation}
\phi\equiv-\left(\frac{\partial V_j}{\partial T}\right)_I. \label{phidef}
\end{equation}
Here $k$ is Boltzmann's constant and $q>0$ the elementary charge. Volts, amperes and kelvins are used throughout.

The example is a medium-power silicon transistor on a heat sink, with rough typical parameters: $V_{CE}=20$ V, $R_{th}=10$ K/W, $T_A=300$ K, and $V_j=0.70$ V at $0.1$ A and 300 K. Thus $a=200$ K/A.

\section{Back-of-envelope estimate}

Let the current rise by $\delta I$. The junction warms by $a\,\delta I$, and the voltage it needs to carry a given current falls by $\phi a\,\delta I$. Against this, a larger current needs more voltage: $(kT/qI)\,\delta I$ in the junction, because $V_j$ grows as $(kT/q)\ln I$, and $R_E\,\delta I$ in the resistor. At fixed $V_B$ the increase sustains itself when the two are equal:
\begin{equation}
\frac{kT}{qI}+R_E=\phi R_{th}V_{CE}. \label{balance}
\end{equation}
All three terms are resistances. The right side acts as a negative resistance made by heating.

For the example $\phi$ is $1.925$ mV/K at the reference point, as derived below, so $\phi a=0.385\ \Omega$. With the ambient value $kT_A/q=25.85$ mV and no ballast,
\begin{equation}
I_{\rm crit}\approx\frac{25.85\ \text{mV}}{0.385\ \Omega}=67\ \text{mA}.
\end{equation}
A resistor of $0.2\ \Omega$ leaves $0.185\ \Omega$ in the denominator and moves the estimate to 140 mA. A resistor of about $0.39\ \Omega$ would cancel the heating term altogether.

Three questions remain: which temperature belongs in $kT/q$, how much $\phi$ varies, and whether equality of static slopes really is the border of instability.

\section{The temperature coefficient}

The junction law used here is
\begin{equation}
I=A\,T^{\gamma}\exp\left[\frac{q(V_j-V_g)}{kT}\right], \label{law}
\end{equation}
where $A$ is a constant of the device, $V_g$ the gap voltage extrapolated to low temperature, and $\gamma$ collects the power-law temperature dependence of the prefactor. It assumes low injection and non-degenerate minority carriers in the base. Taking the logarithm and solving for the voltage gives
\begin{equation}
V_j=V_g+\frac{kT}{q}\left[\ln\frac{I}{A}-\gamma\ln T\right], \label{vj}
\end{equation}
with $A$ and $T$ understood as numbers in fixed units. Differentiate at constant $I$. The factor $T$ in front gives the bracket, and $-\gamma\ln T$ gives $-\gamma/T$:
\begin{equation}
\phi=-\frac kq\left[\ln\frac IA-\gamma\ln T\right]+\frac{\gamma k}{q}.
\end{equation}
By (\ref{vj}) the first term is $-(V_j-V_g)/T$, so
\begin{equation}
\phi=\frac{V_g-V_j}{T}+\frac{\gamma k}{q}. \label{phi}
\end{equation}
It is positive as long as $V_j<V_g+\gamma kT/q$. With $V_g=1.20$ V, $\gamma=3$ and $k/q=0.08617$ mV/K,
\begin{equation}
\phi=\frac{0.50\ \text V}{300\ \text K}+3(0.08617)\ \text{mV/K}=1.925\ \text{mV/K}.
\end{equation}

The logarithmic form also shows how $\phi$ varies:
\begin{equation}
\left(\frac{\partial\phi}{\partial I}\right)_T=-\frac{k}{qI},\qquad
\left(\frac{\partial\phi}{\partial T}\right)_I=\frac{\gamma k}{qT}. \label{dphi}
\end{equation}
At fixed temperature $\phi$ loses $0.086$ mV/K, about 4\% here, for each factor $e$ in current. Heating raises it again, so a constant $\phi$ is a fair first approximation.

\section{Why the balance is the border of stability}

\subsection{Growth of a disturbance}

Suppose first that the thermal path has a single time constant $\tau$. At fixed $V_B$ the current depends on temperature alone, and
\begin{equation}
\tau\frac{dT}{dt}=T_A+aI(V_B,T)-T. \label{dyn}
\end{equation}
To find $dI/dT$, differentiate (\ref{kvl}) with $V_B$ fixed. From (\ref{vj}), $(\partial V_j/\partial I)_T=kT/(qI)$, and from (\ref{phidef}), $(\partial V_j/\partial T)_I=-\phi$. Hence
\begin{equation}
0=\left(\frac{kT}{qI}+R_E\right)dI-\phi\,dT
\quad\Rightarrow\quad
\frac{dI}{dT}=\frac{\phi}{r},\qquad r\equiv\frac{kT}{qI}+R_E. \label{didt}
\end{equation}
A small deviation $\delta$ from a steady temperature therefore obeys
\begin{equation}
\tau\frac{d\delta}{dt}=(G-1)\,\delta,\qquad G=\frac{a\phi}{r}. \label{gain}
\end{equation}
$G$ is the loop gain: one kelvin of warming causes a current rise that by itself would warm the junction by $G$ kelvins. The deviation dies out for $G<1$ and grows for $G>1$. The border $G=1$ is equation (\ref{balance}), with $T$ the junction temperature and $\phi$ taken at the actual current and temperature.

If the collector current itself were held fixed, the heat $V_{CE}I$ would be fixed too, and this loop would be absent. The uniform instability studied here therefore needs a drive that lets the total collector current change, such as a fixed base voltage.

\subsection{A thermal path with several time constants}

The die, the package and the heat sink respond at very different speeds. Let the temperature rise be a sum of parts with resistances $R_i>0$ and times $\tau_i>0$, where $\sum_iR_i=R_{th}$. For a disturbance proportional to $e^{st}$ each part responds with $R_i/(1+s\tau_i)$, and closing the loop with (\ref{didt}) gives
\begin{equation}
1=\frac{\phi V_{CE}}{r}\sum_i\frac{R_i}{1+s\tau_i}. \label{foster}
\end{equation}
The imaginary part of $1/(1+s\tau_i)$ is $-\tau_i\,{\rm Im}\,s/|1+s\tau_i|^2$. It has the same sign for every $i$, so the sum can be real only if $s$ is real. For real $s\ge0$ the right side falls steadily from $G$ at $s=0$ to zero. A growing solution thus exists if and only if $G>1$. The static border survives, with the full $R_{th}$ in it. The time constants, together with $G$, set how fast the runaway is.

\subsection{The steady curve and its maximum}

Along the steady states $dT=a\,dI$, so (\ref{kvl}) gives
\begin{equation}
\frac{dV_B}{dI}=\frac{kT}{qI}+R_E-a\phi=r(1-G). \label{slope}
\end{equation}
The limit is a point of zero slope. To see whether there can be several, differentiate again. From (\ref{heat}),
\begin{equation}
\frac{d}{dI}\frac{kT}{qI}=\frac kq\left(\frac aI-\frac{T}{I^2}\right),
\end{equation}
and from (\ref{dphi}),
\begin{equation}
\frac{d\phi}{dI}=\frac kq\left(-\frac1I+\frac{\gamma a}{T}\right).
\end{equation}
Therefore
\begin{equation}
\frac{d^2V_B}{dI^2}=\frac kq\left(\frac{2a}{I}-\frac{T}{I^2}-\frac{\gamma a^2}{T}\right).
\end{equation}
Write $\theta=aI=T-T_A$ for the temperature rise and use the common denominator $\theta^2T$:
\begin{equation}
\frac{d^2V_B}{dI^2}=\frac{ka^2}{q}\,\frac{2\theta T-T^2-\gamma\theta^2}{\theta^2T}.
\end{equation}
Since $2\theta T-T^2=T(2\theta-T)=(\theta+T_A)(\theta-T_A)=\theta^2-T_A^2$,
\begin{equation}
\frac{d^2V_B}{dI^2}=-\frac{ka^2}{q}\,\frac{(\gamma-1)\theta^2+T_A^2}{\theta^2T}. \label{curv}
\end{equation}
For $\gamma\ge1$ this is negative at every current. The curve $V_B(I)$ is concave and has at most one point of zero slope, which is its maximum. Below the maximum voltage there is a stable steady state on the low-current side. Above it this model has no steady state at all.

\section{Critical current}

If $\phi$ is treated as constant, the balance can be solved with the correct junction temperature. Insert (\ref{heat}) in the first term of (\ref{balance}):
\begin{equation}
\frac{kT}{qI}=\frac{kT_A}{qI}+\frac{ka}{q}.
\end{equation}
The second part does not depend on current and moves to the right side:
\begin{equation}
I_{\rm crit}=\frac{kT_A/q}{(\phi-k/q)R_{th}V_{CE}-R_E}. \label{icrit}
\end{equation}
The hand estimate lacks the $k/q$ and so gives a lower current for the same $\phi$. In the example $ka/q=0.017\ \Omega$, and the heating term drops from $0.385$ to $0.368\ \Omega$.

The table compares the hand estimate, equation (\ref{icrit}) with $\phi=1.925$ mV/K, and the numerical root of (\ref{balance}) with $\phi$ from (\ref{phi}).

\begin{center}
\begin{tabular}{cccc}
$R_E$ ($\Omega$) & hand (mA) & constant $\phi$ (mA) & full (mA)\\
0.0 & 67.1 & 70.3 & 68.6\\
0.1 & 90.7 & 96.5 & 95.1\\
0.2 & 139.7 & 154.1 & 156.5
\end{tabular}
\end{center}

Relative to the full balance, the hand estimate is low by 2, 5 and 11\%. Its error grows with $R_E$ for two reasons. The omitted $0.017\ \Omega$ is compared with an ever smaller difference $\phi a-R_E$. The variation of $\phi$, seen by comparing the last two columns, offsets part of this omission in the first two rows but adds to it in the third. Near cancellation neither simple formula can be trusted for the current, and the ballast should then be sized directly, as below.

The full limits were also found without using $\phi$, by searching for the largest $V_B$ at which the heat balance still has a solution between 300 and 450 K. For the three resistors the currents agree with the table to one part in $10^4$.

Without ballast, (\ref{balance}) fixes the temperature rise at the limit:
\begin{equation}
\theta_{\rm crit}=aI_{\rm crit}=\frac{kT}{q\phi}.
\end{equation}
Thermal resistance and voltage have dropped out, apart from their weak influence through $\phi$ and $T$. Here $\phi=1.969$ mV/K at the limit and the rise is 13.7 K, at a power of only 1.4 W. A better heat sink raises the permitted power but hardly the permitted temperature rise.

The drive voltage is a delicate control near the limit. Without ballast the maximum of $V_B$ is $0.6633$ V. With $V_B$ set 5 mV lower, integration of (\ref{dyn}) from ambient temperature settles at 306.8 K and 33.9 mA, about half the critical current. With $V_B$ set 5 mV higher, the junction passes 400 K after $7.4\,\tau$.

\section{Sizing the ballast}

Let $I_{\max}$ be the largest current at which the transistor must be stable. Setting the slope (\ref{slope}) to zero there gives the least ballast,
\begin{equation}
R_*(I_{\max})=\phi R_{th}V_{CE}-\frac{kT}{qI_{\max}}, \label{ballast}
\end{equation}
with $\phi$ and $T$ taken at $I_{\max}$. Since $dV_B/dI=R_E-R_*(I)$, equation (\ref{curv}) says that $R_*$ rises with current for $\gamma\ge1$. A ballast larger than $R_*(I_{\max})$ therefore secures all smaller currents too, at the same $V_{CE}$ and $T_A$.

For $I_{\max}=0.4$ A the power is 8 W and the junction is at 380 K. There $\phi=1.867$ mV/K, and
\begin{equation}
R_*=0.3734\ \Omega-0.0819\ \Omega=0.2915\ \Omega.
\end{equation}
Time integration of (\ref{dyn}), started $0.01$ K above the steady state, confirms the border. A resistor 5\% below $R_*$ gives growth at $+0.041/\tau$, and one 5\% above gives decay at $-0.038/\tau$, in agreement with (\ref{gain}).

The simpler rule $R_E=\phi R_{th}V_{CE}$ drops the helpful term $kT/qI$ and gives $0.37\ \Omega$ with $\phi$ at the design point. It is cautious at that point. With constant $R_{th}$ this value would be too small only above about 5.4 A, where the junction would be near 1400 K. In a real device the reserve is much smaller, because the thermal resistance of silicon rises with temperature, as discussed in the next section. With a conductivity $\propto T^{-1.3}$ integrated through the silicon, $R_*$ reaches $0.37\ \Omega$ at 0.75 A and 461 K if 10\% of $R_{th}$ lies in the silicon, and already at 0.52 A and 413 K if 20\% does. At large $\theta$, (\ref{curv}) gives $dR_*/dI\to(\gamma-1)ka^2/(qT)$ with $T\approx aI$, so for $\gamma>1$ $R_*$ grows as $(\gamma-1)(ka/q)\ln I$. Within this junction law no finite resistor suffices for unlimited current. This limit is formal only: in the example the law gives $V_j<0$ above about 2.2 A and 735 K, far outside the range where it describes a silicon transistor. In practice the permitted junction temperature limits $I_{\max}$.

A resistor of $0.39\ \Omega$ with 5\% tolerance is at least $0.3705\ \Omega$, which exceeds $R_*$ by 27\%. At its nominal value the loop gain is
\begin{equation}
G=\frac{0.3734}{0.0819+0.39}=0.79.
\end{equation}
The cost is a drop of 156 mV and 62 mW of heat in the resistor at $0.4$ A. The required $V_B$ is $0.745$ V.

\section{What the model leaves out}

Each change below is made at $0.4$ A and, unless stated otherwise, alone, with $V_B$ readjusted to keep that current. The least ballast is then compared with $0.2915\ \Omega$.

\textbf{Hotter ambient.} At 330 K it becomes $0.2890\ \Omega$, slightly less. At fixed current, (\ref{dphi}) gives
\begin{equation}
\frac{\partial R_*}{\partial T_A}=\frac kq\left(\frac{\gamma a}{T}-\frac1I\right)=\frac{ka}{qT}\left(\gamma-\frac T\theta\right),
\end{equation}
which is negative here because $T/\theta=380/80=4.75$ exceeds $\gamma=3$. If $V_B$ were left unchanged instead, the current would rise strongly. With the $0.39\ \Omega$ resistor chosen above, an ambient of 315 K already gives 0.74 A and a junction at 463 K, which is beyond the usual rating of silicon devices. A stable operating point can still drift far, so $V_B$ has to be lowered as the ambient warms, or a larger ballast used.

\textbf{Thermal conductivity of silicon.} It falls with temperature, roughly as $T^{-1.3}$, so the thermal resistance grows as the die heats. With power $P$ and $T=T_A+PR_{th}(T)$, differentiation gives
\begin{equation}
\frac{dT}{dP}=\frac{R_{th}}{1-P\,dR_{th}/dT},
\end{equation}
and this replaces $R_{th}$ in (\ref{ballast}). If 10\% of $R_{th}$ at 300 K lies in the silicon, and all of that silicon is taken at the junction temperature (a slight overestimate), the least ballast rises to $0.320\ \Omega$, by 10\%. Together with a 330 K ambient it is $0.324\ \Omega$, at a junction temperature of 414 K. The chosen resistor still covers this case. The increase is roughly proportional to the silicon share while that is small, so a share of 20\% would use up much of the margin.

\textbf{Base resistance.} A resistance $R_B$ adds $IR_B/\beta$ to $V_B$. If the gain $\beta$ varies as $T^{1.5}$, the added slope is
\begin{equation}
\frac{d}{dI}\frac{IR_B}{\beta}=\frac{R_B}{\beta}\left(1-1.5\,\frac\theta T\right).
\end{equation}
With $R_B=2\ \Omega$ and $\beta=100$ at 300 K this replaces about $0.01\ \Omega$ of ballast.

\textbf{Ballast inside the supply.} If 20 V is held across transistor and $0.39\ \Omega$ resistor together, the transistor receives $20I-I^2R_E$, in volts and amperes, and the resistance needed to cancel the heating slope falls to $0.286\ \Omega$, with the heat computed for the $0.39\ \Omega$ resistor.

\textbf{Uneven heating.} Divide the transistor into equal halves that share one ballast resistor. Let $R_d$ be half the difference between the self and mutual thermal resistances of the halves. If one half warms by $\delta$ and the other cools by $\delta$, the total current, and with it the voltage across the shared resistor, stays fixed. Each half carries $I/2$, so its current changes by $\pm\phi\delta\,qI/(2kT)$. The temperature difference is fed back through $2R_dV_{CE}$, and the gain is
\begin{equation}
G_{\rm split}=2R_dV_{CE}\,\frac{\phi qI}{2kT}=\frac{\phi R_dV_{CE}}{kT/(qI)}.
\end{equation}
$R_E$ is absent: a shared resistor does not prevent one half from taking the current of the other. For an assumed $R_d=1$ K/W the gain is $0.456$, so the halves share stably at $0.4$ A. A device with weaker thermal coupling between its parts could fail in this way first. Separate resistors $2R_E$ in the two halves would add $R_E$ to the denominator.

\section{Comparison with real silicon devices}

The voltage, thermal resistance and currents are in the ordinary range for a medium-power silicon transistor on a heat sink. Silicon devices are often rated to a junction temperature of roughly 420 K, so the hot case above has little thermal reserve. For an assumed junction area of 1 mm$^2$, a base 2 $\mu$m wide with diffusivity 15 cm$^2$/s and doping $10^{17}$ cm$^{-3}$, the current density at $0.4$ A is 40 A/cm$^2$. The electron density injected into the base is $JW/(qD)$, with $J$ the current density, $W$ the base width and $D$ the diffusivity. It is about 3\% of the doping, so low injection holds. At 20 V, and for a collector layer about 10 $\mu$m thick, base push-out is expected when $J$ approaches $qN_Cv_s$, which is about 3200 A/cm$^2$ for a collector doping $N_C=2\times10^{15}$ cm$^{-3}$ and a saturated electron velocity $v_s=10^7$ cm/s. At a collector voltage of a volt or less it can begin at a much lower current density, because the ohmic drop in the collector then sets the limit. Avalanche multiplication is estimated by the empirical factor $M=1/[1-(V_{CE}/V_{br})^4]$, with a collector-base breakdown voltage $V_{br}=100$ V. It adds $0.16\%$ to the current at 20 V, against a base current of 1\%. The base current would reverse where $M-1$ equals the inverse gain, near 32 V at a gain of 100, or near 29 V at the gain of about 143 that the $T^{1.5}$ law gives at 380 K. These figures depend strongly on the assumed exponent. An exponent of 3 gives $0.8\%$ at 20 V and reversal near 21.5 V, and an exponent of 6 gives reversal near 46 V, both at a gain of 100. As that voltage is approached the multiplication, which the model omits, should be included, so it needs to be known for the actual device. The assumption of a single junction temperature needs a separate check in a real device, because $R_d$ was only assumed here. Among the changes computed for uniform heating at fixed current, the conductivity of silicon has the largest effect on the least ballast, about 10\% for the share assumed. The digits given belong to the chosen $V_g$ and $\gamma$. With the gap $1.17-4.73\times10^{-4}T^2/(T+636)$ V, a prefactor $T^{4-m}$ for a mobility $\propto T^{-m}$, and the same reference point, the least ballast ranges from $0.31$ to $0.27\ \Omega$ and the critical current without ballast from 67 to 73 mA as $m$ goes from 0.5 to 2.3. The program contains the device parameters of the example.

\section*{Numbers as computed}
\begin{verbatim}
VCE 20 V, Rth 10 K/W, ambient 300 K
Vg 1.20 V, gamma 3, VBE 0.70 V at 0.1 A, 300 K
k/q = 0.08617 mV/K; kT/q at ambient = 25.85 mV
phi at reference point = 1.925 mV/K
Rth*VCE = 200 K/A; phi*Rth*VCE = 0.3850 ohm
Critical current: hand (ambient T), constant phi, full balance
RE 0.0 ohm: 67.1, 70.3, 68.6 mA; max VB 0.6633 V
RE 0.1 ohm: 90.7, 96.5, 95.1 mA; max VB 0.6714 V
RE 0.2 ohm: 139.7, 154.1, 156.5 mA; max VB 0.6834 V
No ballast, at limit: rise 13.73 K, power 1.373 W
No ballast, at limit: phi = 1.969 mV/K
5 mV below limit: settles at 306.77 K, 33.9 mA
5 mV above limit: 400 K after 7.36 thermal times
Design current 0.4 A: power 8.0 W, T 380 K
At design current: phi = 1.867 mV/K
At design current: kT/(qI) = 0.0819 ohm
At design current: phi*Rth*VCE = 0.3734 ohm
Least ballast = 0.2915 ohm
Growth rate, ballast 5% low: +0.0406 per thermal time
Growth rate, ballast 5% high: -0.0376 per thermal time
Chosen ballast 0.39 ohm, lowest 0.3705 ohm
Chosen ballast: drop 156 mV, heat 62.4 mW
Chosen ballast: loop gain 0.791, base voltage 0.7448 V
Least ballast when one neglected effect is added:
ambient 330 K: 0.2890 ohm
10% of Rth in Si, conductivity ~ T^-1.3: 0.3203 ohm
base resistance 2 ohm, gain 100*(T/300 K)^1.5: 0.2819 ohm
ballast inside the 20 V supply: 0.2857 ohm
330 K and Si conductivity together: 0.3241 ohm, T 414.2 K
Two halves, (self-mutual)/2 = 1 K/W: split gain 0.456
Area 1 mm2, base width 2 um, D 15 cm2/s
Base doping 1e+17, collector doping 2e+15 cm^-3
Injected density 3.33e+15 cm^-3, 3.3% of base doping
Current density 40 A/cm2; push-out near 3204 A/cm2
Breakdown 100 V, exponent 4: M-1 = 0.00160, 1/gain = 0.010
Base current reverses at VCE near 31.5 V
\end{verbatim}
